\section*{The asymptotic nucleation delay from a coverage rate law}

\section{What is being measured}

Q: I deposit a film cycle by cycle, plot its mean thickness, and see a slow start followed by a straight line. People then quote a ``delay''. Growth began in the first cycle, so what was delayed?

A: The late line was displaced. Extend it back to zero thickness, and the cycle number where it meets the axis is the delay $N_d$. It is an intercept, not the cycle at which growth begins.

To calculate it we need a model. Let $\theta$ be the covered fraction of the substrate and treat the cycle number $N$ as continuous. Take
\begin{equation}
\frac{d\theta}{dN}=(p+k\theta)(1-\theta),\qquad
\frac{dh}{dN}=g\,\theta,
\label{eq:model}
\end{equation}
with $\theta=0$ and $h=0$ at $N=0$. Here $h$ is the mean thickness and $g$ the growth per cycle on covered area. Bare area is covered at rate $p$ unaided, and at the additional rate $k\theta$ with help from film already present. All three constants are fixed, and $p>0$.

Q: Film helps its neighbours, not the whole wafer. Where is distance in this law?

A: It is absent. This is a mean-field law: each bare patch responds to the average coverage. The second equation makes a separate assumption, that a covered patch thickens only vertically. We shall have to test what that costs.

\section{The delay without solving for the coverage}

Q: Surely you must first find $\theta(N)$ and then integrate it.

A: That can be avoided. Integrate the thickness equation and write $\theta=1-(1-\theta)$:
\begin{equation}
\frac{h(N)}{g}=\int_0^N\theta\,dN'
=N-\int_0^N(1-\theta)\,dN'.
\label{eq:lag}
\end{equation}
The last integral is the lag, in cycles, behind a film that covered the substrate at once. If it converges as $N\to\infty$, its limit is $N_d$. This holds for any coverage law, provided that thickening is vertical and $g$ does not depend on the age of the patch.

Now divide the rate law by $p+k\theta$, which gives $(1-\theta)\,dN=d\theta/(p+k\theta)$. The lag becomes an integral over coverage:
\begin{equation}
N-\frac hg=\int_0^{\theta}\frac{d\theta'}{p+k\theta'}
=\frac1k\ln\!\left(1+\frac{k\theta}{p}\right).
\label{eq:finite}
\end{equation}
If $\theta$ tends to 1, then
\begin{equation}
N_d=\frac1k\ln\!\left(1+\frac kp\right).
\label{eq:delay}
\end{equation}

Q: You wrote ``if''. Does the coverage reach 1?

A: For $k>-p$ it tends to 1. To see this, separate variables using
\begin{equation}
\frac{1}{(p+k\theta)(1-\theta)}
=\frac{1}{p+k}\left[\frac{k}{p+k\theta}+\frac1{1-\theta}\right].
\end{equation}
Over a common denominator the bracket has numerator $k(1-\theta)+p+k\theta=p+k$, which confirms the identity. Integrating from the bare surface gives
\begin{equation}
\ln\frac{p+k\theta}{p(1-\theta)}=(p+k)N .
\end{equation}
With $E=e^{(p+k)N}$ this reads $p+k\theta=pE(1-\theta)$. Collecting the terms in $\theta$,
\begin{equation}
\theta=\frac{p(E-1)}{pE+k}.
\label{eq:theta}
\end{equation}
When $p+k>0$, $E$ grows without limit and $\theta\to1$.

Setting $\theta=1/2$ in $p+k\theta=pE(1-\theta)$ gives $E=2+k/p$, so half coverage occurs at
\begin{equation}
N_{1/2}=\frac{\ln(2+k/p)}{p+k}.
\end{equation}
For $k\gg p$ this is close to $N_d$. For $k=0$ it is $\ln2/p$, whereas the delay is $1/p$, so the two are different quantities.

Q: How quickly does the thickness join its line?

A: From (\ref{eq:theta}), $p+k\theta=pE(p+k)/(pE+k)$. Therefore
\begin{equation}
1+\frac{k\theta}{p}=\frac{E(p+k)}{pE+k}
=\frac{1+k/p}{1+k/(pE)} .
\end{equation}
Taking the logarithm in (\ref{eq:finite}) separates the delay from the remainder:
\begin{equation}
\frac hg-(N-N_d)=\frac1k
\ln\!\left[1+\frac kp e^{-(p+k)N}\right]
\simeq\frac{e^{-(p+k)N}}{p}.
\label{eq:approach}
\end{equation}
The last form holds when the second term in the bracket is small. The remainder is positive for either sign of $k$, so the curve approaches its asymptote from above.

\section{Where the formula changes or fails}

Q: At $k=0$ your answer is zero divided by zero.

A: Expand the logarithm for small $k/p$:
\begin{equation}
N_d=\frac1k\left(\frac kp-\frac{k^2}{2p^2}+\cdots\right)
=\frac1p-\frac{k}{2p^2}+\cdots .
\end{equation}
Without assistance the delay is $1/p$, the mean waiting time of a bare patch. In the opposite limit, $k\gg p$, it is approximately $\ln(k/p)/k$. This is the time for exponential growth at rate $k$ to raise a coverage of order $p/k$ to order one.

Q: And if existing film hinders further covering?

A: Then $k<0$. The formula survives while $k>-p$. At $k=-p$, the bare fraction $b=1-\theta$ obeys $db/dN=-pb^2$, so $b=1/(1+pN)$. The lag is
\begin{equation}
\int_0^N\frac{dN'}{1+pN'}=\frac{\ln(1+pN)}p,
\end{equation}
which has no finite limit. The growth rate tends to $g$, but the curve never settles onto a line of slope $g$. For $k<-p$, coverage stalls at $\theta=p/|k|<1$, where $p+k\theta=0$. The late slope is then below $g$, and (\ref{eq:delay}) has no meaning. The late line still has a finite intercept, but it is $-\ln(1+p/k)/p$.

\section{Numbers for an oxide on germanium}

Q: Give me a case in which the delay would matter.

A: Consider a water-based metal-oxide process on hydrogen-terminated Ge(001). I take $g=0.10$ nm/cycle, $p=0.0002$ and $k=0.15$ per cycle. These are rough illustrative values, not a fit. Since $k/p=750$,
\begin{equation}
N_d=\frac{\ln 751}{0.15}=\frac{6.6214}{0.15}
\simeq44.1\ \text{cycles}.
\end{equation}
The missing thickness is $gN_d\simeq4.4$ nm. After 100 cycles the film is $10.0-4.4=5.6$ nm thick. Half coverage comes at 44.1 cycles too, as expected for $k\gg p$. At cycle 100 the model leaves a bare fraction of about $2\times10^{-4}$, and the thickness is only $1.5\times10^{-4}$ nm above the asymptote.

Q: I would fit a straight line from cycle 50 to cycle 100. Do I recover 44.1?

A: No. With a point at every cycle you get 42.8 cycles, with a slope of $0.970g$; points every ten cycles give 42.4, and the two end points alone give 41.5. The sign of the error is general for $k>-p$. Write $h_i/g=N_i-\ell_i$, where $\ell_i$ is the lag at cycle $N_i$. The least-squares slope $s$ satisfies
\begin{equation}
\frac sg=1-\frac{\sum_i(N_i-\bar N)(\ell_i-\bar\ell)}
{\sum_i(N_i-\bar N)^2},
\end{equation}
where bars denote averages over the window. The numerator equals $\sum_{i,j}(N_i-N_j)(\ell_i-\ell_j)/(2M)$ for $M$ points. It is positive because the lag increases with $N$, so $s<g$. Also $s>0$, since the same argument applies to the increasing thickness. The fitted line passes through $(\bar N,\bar h)$, which lies above the asymptote. Hence
\begin{equation}
\bar N-\frac{\bar h}{s}<\bar N-\frac{\bar h}{g}<N_d .
\end{equation}

A tangent errs in the same direction. Its intercept is $I=N-h/h'$, where primes on $h$ denote derivatives with respect to $N$, and
\begin{equation}
\frac{dI}{dN}=1-\frac{h'^2-hh''}{h'^2}=\frac{hh''}{h'^2}>0,
\end{equation}
because $h''=g\,d\theta/dN>0$. The intercept rises towards $N_d$: it is 38.5 cycles for the tangent at cycle 50 and 43.9 for that at cycle 80.

\section{Three objections to the starting assumptions}

Q: A real surface is not perfectly bare at the start.

A: If the initial coverage is $\theta_0$, the coverage integral starts there:
\begin{equation}
N_d(\theta_0)=\int_{\theta_0}^1\frac{d\theta}{p+k\theta}
=\frac1k\ln\frac{p+k}{p+k\theta_0}.
\end{equation}
This assumes that the initial patches accept film and assist further covering exactly as film itself does, and that $h(0)=0$. One per cent of patches that thickened but never assisted would leave the delay at about 44 cycles. One per cent initial coverage gives
\begin{equation}
N_d=\frac{1}{0.15}\ln\frac{0.1502}{0.0017}
\simeq29.9\ \text{cycles}.
\end{equation}
So small a coverage matters because its assisted rate, $k\theta_0=0.0015$, exceeds $p$. The film starts at a coverage that an initially bare surface would reach only after about 14 cycles. Raising $p$ tenfold instead, with $k$ fixed and the surface initially bare, gives 28.9 cycles.

Q: Covering a patch must itself deposit something.

A: If it deposits a thickness $h_0$, then $dh=g\theta\,dN+h_0\,d\theta$. Integrating the added term from $\theta=0$ to 1 raises the late line by $h_0$, so the delay falls by $h_0/g$. For $h_0=0.10$ nm that is one cycle, from 44.1 to 43.1.

Q: Cycles are whole numbers. Your differential equation ignores that.

A: Let $f(\theta)=(p+k\theta)(1-\theta)$, and use the map $\theta_{n+1}=\theta_n+f(\theta_n)$ with thickness $g\theta_n$ added in the following cycle. The delay is now $\sum_{n=0}^{\infty}(1-\theta_n)$. For small $p$ and $k$, look for a smooth flow $d\theta/dn=F(\theta)$ that reproduces the map after one unit of $n$. A Taylor expansion requires
\begin{equation}
F+\tfrac12FF'+\cdots=f
\quad\Rightarrow\quad F=f-\tfrac12ff'+\cdots ,
\end{equation}
where primes on $F$ and $f$ denote derivatives with respect to $\theta$. Thus $1/F\simeq(1+f'/2)/f$. The Euler--Maclaurin formula replaces the sum by an integral plus half the first term, which is $1/2$:
\begin{align}
N_d^{\rm map}&\simeq\frac12+\int_0^1\frac{1-\theta}{f}
\left(1+\frac{f'}2\right)d\theta\nonumber\\
&=\frac12+N_d+\frac12\int_0^1\frac{f'}{p+k\theta}\,d\theta .
\end{align}
Differentiation gives $f'=k-p-2k\theta=(p+k)-2(p+k\theta)$. The last integral is therefore $(p+k)N_d-2$, and
\begin{equation}
N_d^{\rm map}\simeq N_d+\frac{(p+k)N_d}{2}-\frac12 .
\end{equation}
The neglected terms are of first order in the rates. Here the estimate is $44.14+3.32-0.50=46.96$ cycles, while explicit summation gives 46.92. This map adds nearly three cycles. The size of the shift depends on how a cycle is booked: crediting the thickness $g\theta_{n+1}$ instead lowers the sum by exactly one cycle, and sampling the continuous solution at whole cycles adds only about half a cycle.

\section{The objection to vertical growth}

Q: My islands have sides. Why should film grow only on their tops?

A: In general it does not, and this objection changes the late-time answer qualitatively. Let nuclei appear at random at rate $J$ per unit bare area per cycle, and let each grow as a hemisphere whose radius increases by $g$ per cycle. We may count nuclei on covered ground too. Such a nucleus starts inside an older hemisphere and grows no faster, so by the triangle inequality it stays inside.

Consider a point at height $gu$ above the substrate. A nucleus of age $a$ has engulfed it if its horizontal distance $r$ satisfies $r^2+g^2u^2<g^2a^2$. The expected number of such nuclei is
\begin{align}
V&=\pi Jg^2\int_u^N(a^2-u^2)\,da\nonumber\\
&=\pi Jg^2\left(\frac{N^3}{3}-Nu^2+\frac{2u^3}{3}\right).
\end{align}
Put $u=N-w$. The terms in $N^3$ and $N^2w$ cancel, leaving $V=\pi Jg^2(Nw^2-2w^3/3)$. By Poisson statistics the point is still empty with probability $e^{-V}$. The mean height is $g\int_0^N(1-e^{-V})\,du$, so the lag is
\begin{equation}
D(N)=\int_0^N
e^{-\pi Jg^2(Nw^2-2w^3/3)}\,dw .
\end{equation}
At large $N$ only $w\ll N$ contributes. The cubic term is then negligible, and the Gaussian integral gives
\begin{equation}
D(N)\simeq\frac{1}{2g\sqrt{JN}}\to0 .
\end{equation}
In this model there is no lasting delay: the oldest hemispheres overgrow the late starters.

Q: Perhaps you have merely changed the coverage curve.

A: We can separate the two effects. At the substrate $u=0$, so $\theta=1-e^{-cN^3}$ with $c=\pi Jg^2/3$. Keep this coverage but allow only vertical thickening. Equation (\ref{eq:lag}) and the substitution $t=cN^3$ give
\begin{equation}
\int_0^\infty e^{-cN^3}dN
=\frac{c^{-1/3}}3\int_0^\infty t^{-2/3}e^{-t}dt
=\Gamma\!\left(\tfrac43\right)c^{-1/3}.
\end{equation}

For numbers we need $J$. A square of side equal to the lattice constant, roughly 0.57 nm, contains two surface atoms on Ge(001), or 6.2 sites per nm$^2$. If each site can start one nucleus with probability rate $p$, then $J\simeq1.2\times10^{-3}$ per nm$^2$ per cycle. (A lattice constant of 0.566 nm lowers the half-coverage cycle, delay and lags below by 0.1 to 0.2 cycle.) With $g$ and $p$ held fixed and $k$ replaced by island geometry, half coverage comes at 37.7 cycles, and vertical thickening gives a delay of 38.1 cycles. Hemispheres with the same coverage lag by only 22.8 cycles at cycle 60 and 12.1 at cycle 150. The large reduction therefore comes from sideways thickening. These values assume point nuclei; nuclei that start with the area of one site (radius 0.23 nm) lower the vertical delay to about 36 cycles and the lag at cycle 60 to about 20. That 38 lies near 44 is accidental: with edges advancing at $v$ instead of $g$ the vertical delay scales as $v^{-2/3}$, about 60 cycles at $v=g/2$ and 24 at $v=2g$. These are lags at one cycle, not fitted intercepts. Because the lag falls after about cycle 40, a line fitted beyond that is steeper than $g$ and its intercept exceeds the mean lag in the window: about 29 cycles with slope $1.2g$ for cycles 50 to 100, and about 20 cycles with slope $1.06g$ for cycles 100 to 150. With vertical thickening the fit over cycles 50 to 100 gives about 37 cycles.

A simulation of random nuclei, averaged over 300 periodic squares of side 40 nm, gave lags of $22.9\pm0.2$ and $12.2\pm0.1$ cycles (standard errors), in agreement with the integral.

Q: Could I see the difference in a thickness curve?

A: Look for an overshoot. In (\ref{eq:model}) the growth rate is $g\theta$ and cannot exceed $g$. For hemispheres, every exposed film surface advances along its normal by $g$ per cycle, so the rate is $g$ times the film's exposed area per unit substrate area. It peaks at $1.33g$ near cycle 57. A rate above its final steady value contradicts (\ref{eq:model}) with constant $g$, although it does not by itself prove that the islands are hemispheres. A thick first layer also overshoots: for $k>0$ the term $h_0\,d\theta/dN$ lifts the rate above $g$ once $h_0(p+k)>g$, about $0.67$ nm here, though only by about 4 per cent at $h_0=1$ nm.

Q: So what may I carry over to a real germanium wafer?

A: A growth of about 0.1 nm per cycle is ordinary for several such oxides, though it varies with precursor and temperature. The 44 cycles follow from my illustrative $p$ and $k$; they represent a strongly delayed case, and nothing here shows that a germanium surface behaves so. They also rest on the mean-field form: on a square lattice with the same $p$ and $k$, but with assistance set by the covered fraction of the four nearest sites, the delay is roughly 90 cycles, and roughly 60 when it is set by a $5\times5$ block of sites. Hydrogen on germanium is weakly held and can desorb within the first tens of cycles of several seconds each near 250\,$^\circ$C, and within the first few near 300\,$^\circ$C (rough estimates from a desorption barrier of about 1.7 to 1.8 eV, uncertain by a factor of several or more), in which case $p$ is not constant and the delay may be much shorter. Residual oxide or defects can break the bare-start assumption. One per cent coverage moves the mean-field delay from 44 to 30 cycles, but the real effect depends on patch size: with island coverage, patch edges advancing by $g$ per cycle and vertical thickening, the same one per cent moves 38 cycles to about 17 as single-site patches and only to about 37 as patches of radius 2.5 nm. Island sides can break the vertical assumption, and full hemispherical growth reduces the lag to 12 cycles by cycle 150, although a line fitted over cycles 100 to 150 would still show an intercept near 20. The constants also belong to one process temperature, and their temperature dependence is not modelled. Where the rate law holds, equation (\ref{eq:delay}) is suitable for extrapolating thickness once the remainder in (\ref{eq:approach}) is small against $h/g$, provided that the start was nearly bare and sideways thickening is negligible. It is then good to within the first-layer and whole-cycle shifts found above, a few cycles here. High coverage alone is not enough near $k=-p$: at $k=-0.99p$ and $\theta=0.95$ the line still lies 12 per cent below the thickness. Nearly bare means $\theta_0\ll1$ and, for $k>0$, also $k\theta_0\ll p$. Here that requires $\theta_0$ well below $1.3\times10^{-3}$, a coverage that already shortens the delay by 4.6 cycles.

\section*{Numbers as computed}
\begin{verbatim}
growth per cycle g: 0.10 nm/cycle
nucleation rate p: 0.0002 per cycle
coverage-assisted rate k: 0.15 per cycle
ratio k/p: 750
ln(1+k/p): 6.6214
asymptotic delay: 44.14 cycles
missing thickness: 4.41 nm
half coverage reached: 44.09 cycles
film example length: 100 cycles
thickness without delay: 10.00 nm
film thickness: 5.59 nm
uncovered fraction then: 2.25e-04
height above asymptote then: 1.50e-04 nm
delay with p ten times larger: 28.87 cycles
initial defect coverage: 0.01
delay with initial defects: 29.88 cycles
first-layer thickness: 0.10 nm
delay with first-layer thickness: 43.14 cycles
whole-cycle delay, explicit sum: 46.92 cycles
whole-cycle delay, estimate: 46.96 cycles
fit window start: 50 cycles
fit window end: 100 cycles
fitted slope divided by g: 0.9701
fitted delay: 42.83 cycles
tangent intercept at cycle 50: 38.50 cycles
tangent intercept at cycle 80: 43.95 cycles
rough Ge lattice constant: 0.57 nm
Ge(001) site density: 6.16 per nm2
nucleation rate per area J: 1.231e-03 per nm2 per cycle
island half coverage: 37.74 cycles
island coverage, vertical-only delay: 38.08 cycles
hemisphere lag at cycle 60: 22.81 cycles
  simulated lag: 22.94 cycles
  simulation standard error: 0.16 cycles
hemisphere lag at cycle 150: 12.06 cycles
  simulated lag: 12.17 cycles
  simulation standard error: 0.09 cycles
peak hemisphere growth rate / g: 1.331
peak hemisphere growth at: 57 cycles
\end{verbatim}
